# Bias parity of the field-like torque in elastic tunnel junctions

**Q:** I measure the torque that pushes my free layer out of the plane of the two magnetizations. With nominally equal electrodes the curve against voltage looks like a parabola; with different electrodes it is tilted. Before asking why, what exactly is the quantity?

**A:** Let $\mathbf m_L$ and $\mathbf m_R$ be the majority-spin directions of the electrodes, at angle $\theta$, and let

$$\mathbf n=\frac{\mathbf m_L\times\mathbf m_R}{\sin\theta}.$$

The field-like torque $T_n$ is the component along $\mathbf n$ of the torque on the electron spins of the right electrode, per unit area. I take $V>0$ when the left Fermi level lies $eV$ above the right one, so electrons then flow to the right. Each band moves rigidly with its own Fermi level.

The torque arrives as a flow of spin. Describe motion across the barrier by a chain of sites with hopping $-t$, and cut one bond in the barrier. The spin to its right is $\mathbf S_R=\frac{\hbar}{2}\sum_{i\in R}c_i^\dagger\boldsymbol\sigma c_i$, and the bond contributes $H_T=-t(c_R^\dagger c_L+c_L^\dagger c_R)$. The commutators are

$$[c_R^\dagger c_L,c_R^\dagger\boldsymbol\sigma c_R]=-c_R^\dagger\boldsymbol\sigma c_L,\qquad [c_L^\dagger c_R,c_R^\dagger\boldsymbol\sigma c_R]=c_L^\dagger\boldsymbol\sigma c_R .$$

The rate at which the bond delivers spin to the right is therefore

$$\mathbf J=\frac{i}{\hbar}\langle[H_T,\mathbf S_R]\rangle=-\frac{it}{2}\langle c_L^\dagger\boldsymbol\sigma c_R-c_R^\dagger\boldsymbol\sigma c_L\rangle=t\,\mathrm{Im}\langle c_L^\dagger\boldsymbol\sigma c_R\rangle .$$

The last step uses $X-X^*=2i\,\mathrm{Im}X$. If the barrier neither flips nor absorbs spin, $\mathbf J$ is the same at every bond in the steady state. If the electrodes are thick enough for transverse spin flow to die out inside them, what enters is absorbed, and

$$T_{R}\cdot\mathbf n=J_n=-\,T_{L}\cdot\mathbf n .$$

**Q:** Then why should $J_n$ not care about the sign of the voltage?

**A:** Reflect the junction in its middle plane, leaving spins alone. This is allowed because spin-orbit coupling is absent, so orbital and spin operations are independent. Three things happen: the electrodes change places, the bias changes sign, and a flow to the right becomes a flow to the left, so $\mathbf J\to-\mathbf J$.

If the electrodes are equal and the barrier is symmetric, the reflected junction differs from the original only in that the left electrode now points along $\mathbf m_R$ and the right one along $\mathbf m_L$. Rotate all spins by $\pi$ about the bisector $\mathbf m_L+\mathbf m_R$. This restores the two directions and turns $\mathbf n$ into $-\mathbf n$. The component along $\mathbf n$ has changed sign twice:

$$J_n(-V)=(-1)(-1)J_n(V)=J_n(V).$$

The potential drop must share the symmetry, as a uniform field in the barrier does.

The in-plane torque has no such parity. The component of $\mathbf J$ along the bisector is unchanged by the rotation, so it is odd in $V$; the component along $\mathbf m_L-\mathbf m_R$ is reversed, so it is even. The in-plane torque on the right electrode mixes the two.

**Q:** Does the mirror argument need the tunnelling to be elastic?

**A:** No. Elastic tunnelling without spin flip is a sufficient setting. What the argument needs is the mirror, and the same $J_n$ on both sides of the barrier. If the barrier takes up spin but still shares the symmetry of reflection and spin rotation, the mirror relates the torque on one electrode to that on the other,

$$T_R\cdot\mathbf n\,(V)=-T_L\cdot\mathbf n\,(-V),$$

and evenness no longer follows.

**Q:** A symmetry tells me that it must be so, but not what the electrons do. Can you show the mechanism?

**A:** Cut the bond at the middle of the barrier. Each half, electrode plus half barrier, has a retarded Green function at its end site, a matrix in spin:

$$g_a=s_a+d_a\,\mathbf m_a\cdot\boldsymbol\sigma,\qquad s_a=\tfrac12(g_{a\uparrow}+g_{a\downarrow}),\quad d_a=\tfrac12(g_{a\uparrow}-g_{a\downarrow}).$$

At the middle of a thick barrier $d_a$ and $\mathrm{Im}\,s_a$ are small, because the electrode is felt there through an evanescent tail. I assume that there are no bound states, so all filling comes from the electrodes.

Consider a state fed from the left, with end amplitude $\varphi$ before the halves are joined. Joining gives $\psi_R=-t g_R\psi_L$ and $\psi_L=\varphi-t g_L\psi_R$. Hence

$$\psi_L=P\varphi,\qquad P=(1-t^2g_Lg_R)^{-1}.$$

Summed over states, $\varphi\varphi^\dagger$ becomes $f_La_L/2\pi$ per unit energy, with $a_L=i(g_L-g_L^\dagger)=-2\,\mathrm{Im}\,s_L-2\,\mathrm{Im}\,d_L\,\mathbf m_L\cdot\boldsymbol\sigma$. The flow at one energy is then

$$J_n^{(L)}=t\,\mathrm{Im}\,\mathrm{Tr}\,\sigma_n\psi_R\psi_L^\dagger=-\frac{t^2f_L}{2\pi}\,\mathrm{Im}\,\mathrm{Tr}\left[\sigma_n\,g_RP\,a_LP^\dagger\right].$$

A component along $\mathbf n$ requires both magnetizations, so the leading term contains one $d_L$ and one $d_R$. Take the spin part of $a_L$; its scalar part would need both $d_L$ and $d_R$ from the other factors, a product of three small quantities. In $P$ we may then put $g_L\to s_L$, with $s_L,s_R$ real. With $p=1/(1-t^2s_Ls_R)$, expansion to first order in $d_R$ gives

$$g_RP\simeq p\,s_R+p^2d_R\,\mathbf m_R\cdot\boldsymbol\sigma,\qquad P^\dagger\simeq p+p^2t^2s_Ld_R^*\,\mathbf m_R\cdot\boldsymbol\sigma .$$

The traces are $\mathrm{Tr}\,\sigma_n(\mathbf m_R\cdot\boldsymbol\sigma)(\mathbf m_L\cdot\boldsymbol\sigma)=2i\,\mathbf n\cdot(\mathbf m_R\times\mathbf m_L)=-2i\sin\theta$, and $+2i\sin\theta$ in the other order. Therefore

$$\mathrm{Im}\,\mathrm{Tr}[\dots]=-2\,\mathrm{Im}\,d_L\;p^3\,\mathrm{Im}\!\left[-2i\sin\theta\,(d_R-t^2s_Ls_Rd_R^*)\right].$$

Since $\mathrm{Im}(-2iz)=-2\,\mathrm{Re}\,z$, this equals $4\sin\theta\,p^3(1-t^2s_Ls_R)\,\mathrm{Im}\,d_L\mathrm{Re}\,d_R=4\sin\theta\,p^2\,\mathrm{Im}\,d_L\mathrm{Re}\,d_R$.

For states fed from the right, exchange the labels. The flow direction gives one minus sign and $\mathbf m_L\times\mathbf m_R$ gives another. With $K=t^2/|1-t^2s_Ls_R|^2$ the sum is

$$T_n=-\frac{2}{\pi}\sin\theta\int dE\,K\left[f_L\,\mathrm{Im}\,d_L\,\mathrm{Re}\,d_R+f_R\,\mathrm{Re}\,d_L\,\mathrm{Im}\,d_R\right].$$

The imaginary part of $d$ measures the spin-polarized density of states, and with $f$ it counts filled states. The real part measures how the other electrode responds without taking up particles. In each term one electrode supplies polarized electrons and the other responds. Reversing the bias of a symmetric junction exchanges these roles, and the sum stays the same.

**Q:** Both terms contain voltage in several places. Can the even and odd parts be separated?

**A:** Use

$$\mathrm{Im}(d_Ld_R)=\mathrm{Im}\,d_L\mathrm{Re}\,d_R+\mathrm{Re}\,d_L\mathrm{Im}\,d_R,$$
$$\mathrm{Im}(d_Ld_R^*)=\mathrm{Im}\,d_L\mathrm{Re}\,d_R-\mathrm{Re}\,d_L\mathrm{Im}\,d_R .$$

Half their sum and half their difference give the two products, so the bracket becomes

$$\frac{f_L+f_R}{2}\,\mathrm{Im}(d_Ld_R)+\frac{f_L-f_R}{2}\,\mathrm{Im}(d_Ld_R^*).$$

Measure energy from the mean Fermi level. For a mirror-symmetric junction $d_L(E,V)=d_R(E,-V)$ and $K$ is even. In the first term both factors are even. In the second both are odd: reversal exchanges $f_L$ with $f_R$, and $d_Ld_R^*$ with its complex conjugate. Both terms are therefore even.

For a real area we sum over transverse momentum. If the effective mass $m$ is the same everywhere, transverse energy separates, and

$$\int\!\frac{d^2k}{(2\pi)^2}f_a\!\left(E+\frac{\hbar^2k^2}{2m}\right)=D\,W_a(E),\qquad D=\frac{m}{2\pi\hbar^2},$$

with $W_a=k_BT\ln(1+e^{(\mu_a-E)/k_BT})$. From here $E$ is the energy of motion across the barrier, and $f_a$ in the torque is replaced by $DW_a$.

**Q:** Now make the electrodes unequal. Where does the linear term come from?

**A:** Expand at $V=0$ with $\mu_{L,R}=\pm eV/2$. Since $\partial W/\partial\mu=f$, we have $W_L-W_R\simeq eV f$, while $W_L+W_R$ has no linear part. The slope is

$$\left.\frac{\partial T_n}{\partial(eV)}\right|_0=-\frac{2D}{\pi}\sin\theta\left\{\frac12\int dE\,fK\,\mathrm{Im}(d_Ld_R^*)+\int dE\,W\,\frac{\partial}{\partial(eV)}\left[K\,\mathrm{Im}(d_Ld_R)\right]\right\}.$$

The first part comes from unequal occupation, the second from the displacement of bands and barrier. For mirror-equal halves $d_Ld_R^*=|d_L|^2$ is real at $V=0$, and $K\,\mathrm{Im}(d_Ld_R)$ is even in $V$, so each part vanishes. Unequal electrodes remove both reasons.

The occupation part has a simple reading. For a rectangular barrier, a spin-$\sigma$ wave at the left electrode is $e^{\kappa x}+r_\sigma e^{-\kappa x}$ in the barrier and proportional to $e^{-ik_\sigma x}$ in the electrode. Matching value and slope at $x=0$ gives $\kappa(1-r_\sigma)=-ik_\sigma(1+r_\sigma)$, so

$$r_\sigma=\frac{\kappa+ik_\sigma}{\kappa-ik_\sigma}=e^{2i\phi_\sigma},\qquad \tan\phi_\sigma=\frac{k_\sigma}{\kappa}.$$

The end-site Green function is $g=-\psi_N/(t\psi_{N+1})$, as substitution into the chain equation confirms. To first order in the tail this is a real number minus $Cr_\sigma$, with $C>0$ depending on the barrier alone. Hence

$$d=-\frac C2\left(e^{2i\phi_\uparrow}-e^{2i\phi_\downarrow}\right)=-iC\,e^{i(\phi_\uparrow+\phi_\downarrow)}\sin(\phi_\uparrow-\phi_\downarrow).$$

With $\Phi=\phi_\uparrow+\phi_\downarrow$ for each electrode, $\mathrm{Im}(d_Ld_R^*)$ is proportional to $\sin(\Phi_L-\Phi_R)$ at energies where both spins propagate in both electrodes. The part of the linear occupation term that comes from these energies therefore measures a difference of matching phase. At lower energies, where a spin no longer propagates in one of the electrodes, this reading does not apply.

**Q:** Can two different electrodes have no linear term?

**A:** Yes. The mirror argument without equal electrodes gives

$$T_n^{AB}(V)=T_n^{BA}(-V),$$

so the slope changes sign when the electrodes are exchanged, and it vanishes for $B=A$. If $B$ differs slightly from $A$ in two band depths, the slope is to first order a linear function of the two changes, so it vanishes along some direction. A shallower majority band lowers $\phi_\uparrow$, and a deeper minority band raises $\phi_\downarrow$, so the two can compensate.

Conversely, equal electrodes with an asymmetric barrier have no mirror, and a linear term is permitted there too.

**Q:** Let us have numbers for a thin junction.

**A:** Take a 1.0 nm barrier, 1.0 eV above the Fermi level, the free-electron mass throughout, 300 K, $\theta=90^\circ$ and a uniform field in the barrier. Electrode A has majority and minority bands reaching 4.0 and 0.5 eV below its Fermi level; for B the depths are 2.5 and 0.3 eV. These are round model parameters. The junction is solved on a chain with 0.05 nm spacing, without the tunnelling expansion:

| $V$ (V) | A/A (µJ/m²) | A/B (µJ/m²) |
|---|---|---|
| −0.50 | 0.137 | 0.204 |
| −0.25 | 0.097 | 0.135 |
| 0 | 0.082 | 0.094 |
| +0.25 | 0.097 | 0.090 |
| +0.50 | 0.137 | 0.125 |

The finite lattice spacing makes these torques 4 to 6 % larger than in the continuum limit. The A/A column is even. Its in-plane torque is not: 0.144 µJ/m² at +0.5 V and 0.081 at −0.5 V (0.149 and 0.073 in the continuum limit).

The tunnelling formula splits the A/A value at either sign of 0.5 V into 0.059 from the mean occupation and 0.079 from the occupation difference. Their sum, 0.138, compares with 0.137 from the full solution. At zero bias the second part is absent and the torque is 0.082, so the rise with voltage comes from the occupation difference, while the other part falls. Over both pairs and $V=0,\pm0.5$ V, the largest error of the formula is 0.6 % of the same integral taken with $|d_Ld_R|$ and the mean occupation, evaluated for each pair at +0.5 V.

**Q:** And the tilt of the A/B curve?

**A:** The matching phases at the Fermi level follow from $k_\sigma/\kappa=\sqrt{\text{depth}/\text{height}}$:

$$\Phi_A=\arctan\sqrt{4.0}+\arctan\sqrt{0.5}=1.723,\qquad \Phi_B=\arctan\sqrt{2.5}+\arctan\sqrt{0.3}=1.508 .$$

The difference is 0.215 rad, and the Green functions give the same value to these digits. It is positive, so the occupation part of the slope is negative at this energy. The phases do not give the whole size: energies where both spins propagate in both electrodes supply only about half of the integrated occupation part. Integrated over energy,

$$-0.0957\;(\text{occupation})-0.0020\;(\text{displacement})=-0.098\ \text{µJ/m}^2\text{ per V},$$

in agreement with the slope of the full solution. In the continuum limit the two parts are $-0.088$ and $-0.0015$, and the slope is $-0.089$, about 9 % smaller in size. For this pair nearly all of the tilt comes from occupation; I have no argument that this holds for other pairs.

The quadratic coefficient is 0.303 µJ/m² per V² (0.293 in the continuum limit). A parabola with these coefficients has its minimum at $0.098/(2\times0.303)=0.16$ V instead of at zero; higher powers of $V$ and the continuum limit bring the minimum of the actual curve to about 0.14 V. The straight line should not be carried too far: at 0.5 V it predicts an odd part of $-0.049$ µJ/m², and the full solution gives $-0.040$.

**Q:** Did the exceptions you described show up?

**A:** All three did.

- **Unequal electrodes, no slope.** A paired with an electrode of depths 3.13 and 0.60 eV has zero linear term. The majority band is shallower and the minority band deeper than in A, as the compensation requires.
- **Equal electrodes, unequal barrier.** A/A with a barrier falling from 1.2 to 0.8 eV has a slope of $+0.027$ µJ/m² per V ($+0.026$ in the continuum limit).
- **A barrier that absorbs spin.** A 10 meV exchange field along the bisector, on the two central barrier sites of A/A, gives $J_n=0.264$ µJ/m² at the right bond for +0.5 V and 0.357 for −0.5 V. In the continuum limit, with the field on the central 0.1 nm, the values are 0.260 and 0.354. Evenness is lost. At the left bond the two values are interchanged, as the surviving mirror relation demands.

**Q:** There is a torque even at zero voltage. Is that real or an artefact of a transport formula?

**A:** It is the interlayer exchange coupling. Turn the right electrode about $\mathbf n$, which changes its Hamiltonian by $\partial H_R/\partial\theta=\frac{i}{\hbar}[H_R,S_{R,n}]$. In equilibrium $\langle[H_R+H_T,S_{R,n}]\rangle=0$, because the mean spin is stationary. The grand potential $\Omega$ therefore obeys

$$\frac{\partial\Omega}{\partial\theta}=\left\langle\frac{\partial H_R}{\partial\theta}\right\rangle=-\frac{i}{\hbar}\langle[H_T,S_{R,n}]\rangle=-J_n .$$

For A/B, differentiating $\Omega$ numerically gives 0.0936 µJ/m², against 0.0937 from the spin flow. The positive sign means that $\Omega$ falls as $\theta$ grows through 90°, so the coupling in this model junction favours antiparallel alignment. The torque itself, being along $\mathbf n$, pushes the spins out of the plane.

**Q:** How far should I trust this for my own junctions?

**A:** Trust the parity under its stated conditions, and the magnitudes much less. The model's parallel resistance-area product is 292 Ω µm² (297 in the continuum limit), far above the roughly 10 Ω µm² of memory junctions switched by current. The torques are correspondingly weak: for a rough free layer of $1.2\times10^6$ A/m and 1.5 nm, 1 µJ/m² corresponds to $10^{-6}/(1.2\times10^{6}\times1.5\times10^{-9})$ T = 0.56 mT, so the A/B slope has a size of 0.054 mT/V if the layer absorbs all the transverse spin that enters. So thin a layer need not do so, and a metal cap on one side also breaks the mirror. Take an A free layer of 1.3, 1.5 or 1.7 nm under a nonmagnetic cap with a band depth of 5.0 eV, in the same coherent model. The torque that the layer keeps, which is the spin flow entering it minus the flow leaking into the cap, then has A/A slopes of about 0.01, $-0.07$ and $-0.02$ µJ/m² per V in the continuum limit. Equal magnetic materials can thus show a tilt comparable to that of A/B. Spin uptake in the barrier matters as well: the 10 meV exchange field used above changes the slope of the A/B torque on the right electrode by about 0.11 µJ/m² per V, with a sign that reverses with the field. Among mass, screening and lattice spacing, the mass matters most. With a barrier mass of 0.4 free-electron masses and a height of 2.5 eV, which keeps the decay constant at the Fermi level, the slope at 0 K is $-0.023$ µJ/m² per V, about a quarter of the equal-mass value of $-0.097$ at 4 K; in the continuum limit at 0 K the two are $-0.020$ and $-0.089$. Screening with a rough permittivity of 10 would leave about 62 % of the voltage in the electrodes; changing the barrier potential accordingly, but not bending the electrode bands, moves the 300 K slope from $-0.098$ to $-0.106$ on the lattice, and from $-0.089$ to $-0.098$ in the continuum limit. Halving the lattice spacing moves it to $-0.091$, and the continuum limit is $-0.089$. At 0.5 V the barrier field is 5 MV/cm, about half of a rough breakdown field. Magnon-assisted tunnelling and the orbital symmetry of real electrode bands are left out and not sized.

For your measurement, first account for the magnetic field of the current and for voltage-controlled anisotropy, which can add odd terms of their own. A tilt that remains in the tunnelling torque shows that at least one condition behind evenness has failed, but it does not say which. If spin is conserved in the barrier and both electrodes absorb all the transverse spin that enters, exchanging the two electrodes, with everything else mirrored, must reverse the odd part. The remaining values are in the numerical output.

## Computed values

```
barrier 1.0 nm, 1.0 eV; temperature 300 K; angle 90 deg
electrode A depths (4.0, 0.5) eV; electrode B depths (2.5, 0.3) eV
decay constant at Fermi level 5.123 1/nm
A/A parallel resistance-area product 291.8 ohm um^2
V=-0.50 V: T_n A/A +0.13701, A/B +0.20420 uJ/m^2
V=-0.25 V: T_n A/A +0.09669, A/B +0.13513 uJ/m^2
V=+0.00 V: T_n A/A +0.08168, A/B +0.09368 uJ/m^2
V=+0.25 V: T_n A/A +0.09669, A/B +0.09016 uJ/m^2
V=+0.50 V: T_n A/A +0.13701, A/B +0.12516 uJ/m^2
A/A in-plane torque at +0.5, -0.5 V: +0.1441, +0.0814 uJ/m^2
A/A +0.5 V formula: mean +0.05933, difference +0.07884 uJ/m^2
A/B +0.5 V formula: mean +0.07817, difference +0.04805 uJ/m^2
A/A -0.5 V formula: mean +0.05933, difference +0.07884 uJ/m^2
A/B -0.5 V formula: mean +0.08889, difference +0.11648 uJ/m^2
largest formula error / unsigned size 0.575 %
A/B -dOmega/dtheta at V=0: +0.09364 uJ/m^2
T_n(30 deg)/T_n(90 deg) 0.50000
A/B linear coefficient, full solution -0.09788 uJ/m^2 per V
  occupation part -0.09571 uJ/m^2 per V
  displacement part -0.00197 uJ/m^2 per V
  mismatch of the sum 0.21 %
A/B quadratic coefficient (from 0.25 V) +0.30342 uJ/m^2 per V^2
A/B odd part at 0.5 V -0.03952 uJ/m^2
matching-angle sums A, B: 1.7226, 1.5079 rad
phase difference: angles 0.2147, Green 0.2150 rad
10 meV spin field in barrier, A/A at +0.5, -0.5 V:
  right bond +0.26379, +0.35745 uJ/m^2
  left bond +0.35745, +0.26379 uJ/m^2
A/A, barrier 1.2 to 0.8 eV: linear +0.02652 uJ/m^2 per V
zero linear term: A with depths 3.132, 0.599 eV
free layer (rough) 1.2e+06 A/m, 1.5 nm: 0.5556 mT per uJ/m^2
A/B field at V=0 +0.0520 mT; linear -0.0544 mT/V
4 K: A/B T_n(0) +0.09396 uJ/m^2, linear -0.09720 per V
barrier mass 0.4, height 2.50 eV, 0 K: T_n(0) +0.05413 uJ/m^2
  linear -0.02296 uJ/m^2 per V
screening lengths A, B 0.0774, 0.0873 nm
bias share lost in A, B (permittivity 10) 0.292, 0.330
  linear with this loss -0.10608 uJ/m^2 per V
half lattice step: T_n(0) +0.08957, linear -0.09148 (same units)
barrier field at 0.5 V 5.0 MV/cm; rough breakdown 10 MV/cm
```
